# Why a Lanczos search can miss a symmetry-forbidden migration mode

**Q:** I am modelling copper hopping through silicon. I put the atom at the midpoint of a hop, relaxed the structure, and ran Lanczos on the energy Hessian. I started from the last large force. The lowest eigenvalue converged to a positive number. Have I found a minimum?

**A:** Not necessarily. Lanczos explores only what its starting vector can reach through repeated multiplication by the Hessian. At a symmetric midpoint, the force and the migration mode can belong to different symmetries, and then the search never reaches the mode.

Let $x$ collect all atomic displacements from the geometry $R_0$, let $E(x)$ be the energy, and let $H_{ij}=\partial^2E/\partial x_i\partial x_j$ at $x=0$. I use the plain Hessian, without mass weighting. The unstable mode is a unit vector $u$ with

$$Hu=\lambda u,\qquad \lambda<0 .$$

**Q:** What does symmetry say about the force and the Hessian?

**A:** Suppose an operation $g$ maps $R_0$ onto itself, exchanging only identical atoms. It acts on displacements through an orthogonal matrix $D(g)$, which rotates each displacement and moves it to the image atom. The energy cannot change:

$$E(D(g)x)=E(x).$$

Differentiate with the chain rule, once and then again:

$$D^T\nabla E(Dx)=\nabla E(x),\qquad D^TH(Dx)D=H(x).$$

At $x=0$, multiply from the left by $D$ and use $DD^T=1$. With $F=-\nabla E(0)$,

$$D(g)F=F,\qquad HD(g)=D(g)H .$$

The force is therefore totally symmetric, and the Hessian commutes with every operation. Neither statement requires the force to vanish. A force saved from an earlier geometry with the same symmetry is also totally symmetric at the relaxed geometry.

**Q:** How do I express "another symmetry" as an equation?

**A:** With a projector. Let $G$ be the group of these operations, $|G|$ its order, and $\Gamma$ an irreducible representation (irrep) with dimension $d_\Gamma$ and real characters $\chi_\Gamma(g)$. Define

$$P_\Gamma=\frac{d_\Gamma}{|G|}\sum_g\chi_\Gamma(g)D(g).$$

The standard orthogonality relation for characters is

$$\sum_g\chi_\Gamma(g)\chi_{\Gamma'}(g^{-1}k)=\delta_{\Gamma\Gamma'}\frac{|G|}{d_\Gamma}\chi_\Gamma(k).$$

In the product of two projectors, write $k=gg'$, so that $D(g)D(g')=D(k)$ and $g'=g^{-1}k$:

$$P_\Gamma P_{\Gamma'}=\frac{d_\Gamma d_{\Gamma'}}{|G|^2}\sum_k D(k)\sum_g\chi_\Gamma(g)\chi_{\Gamma'}(g^{-1}k)=\delta_{\Gamma\Gamma'}P_\Gamma .$$

If the start $v$ belongs to $\Gamma'\ne\Gamma$, then $v=P_{\Gamma'}v$ and $P_\Gamma v=P_\Gamma P_{\Gamma'}v=0$. Because $P_\Gamma$ is a sum of matrices that commute with $H$, we also have $P_\Gamma H=HP_\Gamma$.

**Q:** Lanczos mixes and orthogonalizes its vectors. Could that create the missing component?

**A:** No, as long as the arithmetic is exact. Start with $q_1=v/|v|$. Multiplying $q_k$ by $H$ adds at most one new direction. For $j<k-1$, the vector $Hq_j$ lies in the span of $q_1,\ldots,q_{j+1}$, so $q_j\cdot Hq_k=(Hq_j)\cdot q_k=0$. Only two earlier directions need subtraction:

$$\beta_{k+1}q_{k+1}=Hq_k-\alpha_kq_k-\beta_kq_{k-1},\qquad \alpha_k=q_k\cdot Hq_k .$$

Here $\beta_{k+1}\ge0$ normalizes the result, and the term with $q_0$ is absent at the first step. Apply $P_\Gamma$, where $\Gamma$ is now the irrep of $u$:

$$\beta_{k+1}P_\Gamma q_{k+1}=HP_\Gamma q_k-\alpha_kP_\Gamma q_k-\beta_kP_\Gamma q_{k-1}.$$

We know $P_\Gamma q_1=0$. If the projections of $q_k$ and $q_{k-1}$ vanish, the right side is zero. Either $\beta_{k+1}>0$ and $P_\Gamma q_{k+1}=0$, or $\beta_{k+1}=0$ and the process ends. By induction, no Lanczos vector acquires a component in $\Gamma$. Since $u=P_\Gamma u$ and $P_\Gamma$ is symmetric,

$$u\cdot q_k=(P_\Gamma u)\cdot q_k=u\cdot P_\Gamma q_k=0 .$$

The symmetry of $P_\Gamma$ follows from $D(g)^T=D(g^{-1})$ and $\chi_\Gamma(g^{-1})=\chi_\Gamma(g)$.

Any start with $u\cdot v=0$ would fail in the same way, because $u\cdot Hq_k=\lambda\,u\cdot q_k$. What symmetry does is make this overlap vanish without any tuning.

**Q:** Then what has my converged positive number found?

**A:** The lowest eigenvalue represented in the start. Write $v=\sum_{s=1}^{r}v_s$, where each nonzero $v_s$ belongs to a different eigenvalue $\mu_s$. Then

$$H^kv=\sum_{s=1}^{r}\mu_s^k v_s .$$

For $k=0,\ldots,r-1$, the coefficients form a Vandermonde matrix. It is invertible because the $\mu_s$ differ. These $r$ vectors therefore span the same space as the $v_s$, and $H$ maps that space into itself. Lanczos ends after $r$ steps, with $\mu_1,\ldots,\mu_r$ as its eigenvalues.

Before the end, the lowest Lanczos estimate, called the Ritz value, is the smallest $q\cdot Hq$ among unit vectors $q$ in the explored space. Such a $q$ gives a weighted average of the $\mu_s$, so the estimate cannot fall below their minimum. If all $\mu_s$ are positive, every estimate is positive.

**Q:** Can you show this for my copper atom?

**A:** Here is a model with round parameters. Silicon has lattice constant $a=0.543$ nm. First and second neighbours are joined by springs of 600 and 50 eV/nm², unstretched in the perfect lattice. Copper repels each silicon atom with energy $\phi(r)=Ae^{-r/\rho}$, where $A=200$ eV and $\rho=0.030$ nm. Copper and 20 silicon atoms move inside a fixed shell, giving $3\times21=63$ coordinates.

Copper hops between two tetrahedral sites, 0.235 nm apart, through a hexagonal site. The hexagonal site has point group $D_{3d}$, with its threefold axis along [111]. Inversion reverses a displacement of copper along this axis, while threefold rotations and the mirrors containing the axis leave it unchanged. That is the irrep $A_{2u}$. The force is in $A_{1g}$, which is even under inversion.

**Q:** Why should the midpoint be unstable along the axis?

**A:** The six nearest silicon atoms form a puckered ring. For a fixed ring atom at sideways distance $s$ and axial distance $z$, with $r^2=s^2+z^2$, we have $dr/dz=z/r$ and $d^2r/dz^2=s^2/r^3$. Thus

$$\frac{d^2\phi}{dz^2}=\phi''\frac{z^2}{r^2}+\phi'\frac{s^2}{r^3}
=\phi\left(\frac{z^2}{\rho^2r^2}-\frac{s^2}{\rho r^3}\right).$$

This is negative when $s^2/z^2>r/\rho$. In the ideal ring, $r^2=11a^2/64$ and $z^2=a^2/192$, so $s^2/z^2=33-1=32$, while $r/\rho=\sqrt{11}\,(0.543)/(8\times0.030)=7.5$. The ring pushes copper out along the axis.

The full relaxed calculation includes the other atoms and gives one negative eigenvalue, $\lambda=-60.5$ eV/nm². Copper carries 99% of the squared length of this mode. Minimizing the energy after a displacement of 0.01 nm either way along it leads to the two neighbouring wells. The barrier is 0.197 eV, or 31.5 zJ.

**Q:** And what does Lanczos report there?

**A:** I used the force from the unrelaxed midpoint, of norm 9.00 eV/nm, as the start at the relaxed saddle. The lowest Ritz values, in eV/nm², were

$$1504,\ 591,\ 357,\ 319,\ 315.3,\ 314.5,\ 314.5 .$$

The search ended at step seven. The separate irreps explain why:

| Irrep | Coordinates | Distinct eigenvalues | Lowest (eV/nm²) |
|---|---:|---:|---:|
| $A_{1g}$ | 7 | 7 | 314.5 |
| $A_{2g}$ | 3 | 3 | 163.2 |
| $E_g$ | 20 | 10 | 158.2 |
| $A_{1u}$ | 3 | 3 | 975.4 |
| $A_{2u}$ | 8 | 8 | −60.5 |
| $E_u$ | 22 | 11 | 130.3 |

The coordinates add to 63. In the two $E$ irreps, each eigenvalue occurs twice, but one start sees it once. Your positive result was a correct answer for $A_{1g}$ and a wrong answer for the whole Hessian.

To remove rounding from the question, I multiplied the Hessian by 100, rounded its entries to integers, and ran the recurrence in integer arithmetic. This matrix kept the full point symmetry and a negative eigenvalue. Starts from the five irreps other than $A_{2u}$ produced no vector with any $A_{2u}$ component. Each run ended after the number of steps in the third column.

**Q:** My computer does round. Won't rounding rescue me?

**A:** It may, but too late to rely on. In the floating-point run, the largest overlap with $u$ during the seven steps was about $10^{-13}$. The next remainder should have been zero. I then forced the calculation to continue by normalizing the rounding residue, while keeping each new vector orthogonal to all earlier ones. The lowest Ritz value first became negative at step 10; that step depends on the rounding, and reordering or rotating the coordinates, or building the Hessian another way, moves it by several steps, from 9 to 17 in repeated trials. A search that stops when the remainder is negligible has already returned 314.5 eV/nm².

**Q:** How much of the right mode must I add?

**A:** In exact arithmetic, any nonzero amount suffices eventually, but a small amount costs steps. Let $\lambda_1=\lambda$ be the unstable eigenvalue, $\lambda_2$ the next one, and $\lambda_{\max}$ the highest. Take a unit start $v=\sum_jc_ju_j$ in orthonormal eigenvectors $u_j$, with $u_1=u$ and $c=|c_1|>0$.

After $m$ steps, the explored space contains $p(H)v$ for every polynomial $p$ of degree at most $m-1$. The lowest Ritz value $\theta_m$ cannot exceed the quotient $(w\cdot Hw)/(w\cdot w)$ of any nonzero $w=p(H)v$. Expanding $w$ in the eigenvectors and subtracting $\lambda_1$ gives

$$\theta_m-\lambda_1\le
\frac{\sum_{j\ge2}(\lambda_j-\lambda_1)p(\lambda_j)^2c_j^2}
{\sum_jp(\lambda_j)^2c_j^2}.$$

We want $p$ small on $[\lambda_2,\lambda_{\max}]$ and large at $\lambda_1$. Choose the Chebyshev polynomial $T_{m-1}$ with argument $(2t-\lambda_2-\lambda_{\max})/(\lambda_{\max}-\lambda_2)$. This argument runs from $-1$ to $1$ over the interval, where $|T_{m-1}|\le1$. At $t=\lambda_1$ it equals $-X$, with

$$X=1+\frac{2(\lambda_2-\lambda_1)}{\lambda_{\max}-\lambda_2}.$$

In the numerator, use $\lambda_j-\lambda_1\le\lambda_{\max}-\lambda_1$, $p^2\le1$ and $\sum_{j\ge2}c_j^2=1-c^2$. In the denominator, keep only $j=1$. Since $T_{m-1}(-X)^2=T_{m-1}(X)^2$,

$$\theta_m-\lambda_1\le(\lambda_{\max}-\lambda_1)
\frac{1-c^2}{c^2T_{m-1}(X)^2}.$$

A negative Ritz value is guaranteed once the right side is below $|\lambda_1|$. With $\lambda_2=130.3$ and $\lambda_{\max}=1837.8$ eV/nm²,

$$X=1+\frac{2(130.3+60.5)}{1837.8-130.3}=1.223 .$$

For $X>1$, $T_n(X)=\cosh(n\,\mathrm{arccosh}X)$, and here $\mathrm{arccosh}X=0.657$. Take $c=10^{-3}$. We need

$$T_{m-1}(X)>10^3\sqrt{\frac{1837.8+60.5}{60.5}}=5.60\times10^3 .$$

This requires $m-1>\ln(1.12\times10^4)/0.657=14.2$, so 16 steps suffice. I compared four overlaps, keeping the rest of the start, a random vector orthogonal to $u$, fixed:

| Overlap $c$ | First negative step | Sufficient by bound |
|---:|---:|---:|
| $10^{-1}$ | 6 | 9 |
| $10^{-3}$ | 13 | 16 |
| $10^{-5}$ | 19 | 23 |
| $10^{-7}$ | 25 | 30 |

For small $c$, each factor of ten adds about $\ln10/0.657=3.5$ steps to the bound. The bound says nothing at $c=0$, where it diverges.

**Q:** I never build $H$. I displace the atoms and take differences of forces. Does that change the argument?

**A:** It depends on the start. Suppose $v$ is even under inversion. Then the displaced geometry $R_0+hv$ still has inversion symmetry, whatever the step $h$, and its forces are even. Linear combinations of even vectors are even. An even start such as your force therefore cannot reach the odd migration mode, even though the difference contains anharmonic terms. This needs forces that keep the symmetry exactly. With random force errors of $10^{-6}$ to $10^{-2}$ eV/nm per component and $h=0.001$ nm, a search left running turned negative at steps 7 to 14. For errors up to $10^{-4}$ eV/nm, sample runs still sat near 314.5 eV/nm² at steps 6 and 7.

A generic odd start from $E_u$ is different. (An $A_{1u}$ start, or an $E_u$ start left unchanged by one of the twofold rotations, keeps an operation that reverses the hop and cannot leak.) Expand the gradient along $v$, writing $V_3$ and $V_4$ for the third and fourth derivatives of the energy contracted with two and three copies of $v$:

$$\nabla E(hv)=\nabla E(0)+hHv+\frac{h^2}{2}V_3+\frac{h^3}{6}V_4+\cdots .$$

In a central difference, the terms even in $h$ cancel:

$$\frac{\nabla E(hv)-\nabla E(-hv)}{2h}=Hv+\frac{h^2}{6}V_4+O(h^4).$$

The term $Hv$ stays in $E_u$, but $V_4$ need not. Let $z$ be copper's axial displacement and $x,y$ its transverse ones, with $x$ in a mirror plane. Symmetry permits an energy term $z(x^3-3xy^2)$: the bracket is the real part of $(x+iy)^3$, unchanged by a threefold rotation and by $y\to-y$, and inversion reverses both factors. Minus its derivative with respect to $z$ is an axial force made by a transverse displacement.

For one random unit vector in $E_u$, the $A_{2u}$ part of the difference was $6.02\times10^{-3}$ eV/nm² at $h=0.002$ nm and $1.50\times10^{-3}$ eV/nm² at $h=0.001$ nm. The ratio is 4.00, as the $h^2$ term requires. For this vector the larger leak is $10^{-4}$ of $|\lambda|$. The size depends on the vector: displacing copper alone along $x$ by the same step gives $1.4\times10^{-3}$ of $|\lambda|$, and in a random $E_u$ vector terms of the same symmetry involving silicon usually supply most of the leak. Left running, such a search turns negative at steps 11 to 14 with $h=0.002$ nm and 11 to 16 with $h=0.001$ nm, at or after the point where the 11 steps of $E_u$ are used up.

**Q:** A device also has electric fields. Do they remove the problem?

**A:** Not in every direction. A field along a twofold axis such as $[1\bar10]$ breaks inversion but keeps the twofold rotation, which reverses the hop and leaves your force unchanged, so the prohibition stands exactly. A field of 0.1 MV/cm along $[11\bar2]$, across the hop and in a mirror plane, gives the force start an overlap of only about $10^{-11}$. A field along the hop removes every operation that reverses the hop, so there the strict prohibition goes, and this is the case I follow. I applied 0.1 MV/cm, which is 0.01 V/nm, and let it act on copper as a charge $+e$. The force $f$ is then 0.01 eV/nm. The new saddle satisfies $H\delta=f$ to leading order. Treating copper's axial motion as the unstable mode gives

$$\delta\approx\frac{0.01}{-60.5}=-1.7\times10^{-4}\ \text{nm}.$$

The relaxed calculation gives $-1.6\times10^{-4}$ nm. The minus sign means that the saddle moves against the force, as the top of a hill does when the landscape is tilted.

With the same force start, the overlap with the new unstable mode is $1.4\times10^{-4}$, and a negative Ritz value appears at step 8. That is earlier than the table might suggest, because this start is special. Apart from its tiny odd part, it contains only the seven $A_{1g}$-like eigenvalues. At step 8 the explored space holds $p(H)v$ for a polynomial of degree 7 that vanishes at all seven, which leaves only the odd part. The first six vectors are almost purely even, the seventh is already 45% odd and the eighth 55%, nearly all of it the unstable mode. The lowest Ritz value stays at 314.5 eV/nm² at step 7 and drops to −60.0 at step 8. At this field, stopping at a seventh-step plateau would still give the wrong verdict; at 0.3 MV/cm, about the breakdown field of lightly doped silicon, the seventh value has already fallen to 67 eV/nm², and the sign again changes at step 8.

**Q:** How close is this model to real copper in silicon?

**A:** Its barrier is in the right regime: the real one is roughly 0.2 eV. The parameters are rough, so this agreement is not a prediction: changing $\rho$ by ±10% moves the barrier between 0.10 and 0.32 eV, and halving or doubling $A$ gives 0.10 or 0.36 eV. The single axial unstable mode survives all these changes. The springs give a bulk modulus of 98 GPa, against roughly 100 GPa for silicon, but they are about three times too soft in shear: $C_{44}$ and $C_{11}-C_{12}$ are both 30 GPa, against about 80 and 102 GPa. Letting 64 silicon atoms move instead of 20 lowers the barrier by 1.2 meV, and 238 lower it by 2.2 meV. The unstable eigenvalue changes by less than 0.1 eV/nm², but $\lambda_2$ falls from 130 to 45 eV/nm² with 238 atoms, so the step counts above belong to the small cluster. Harmonic zero-point energy, leaving out the unstable mode, raises the barrier by 2.1 meV with 20 mobile atoms and by 1.7 meV in the larger clusters. At 300 K, $k_BT=25.9$ meV and the unstable mode has quantum 6.3 meV, so the leading tunnelling factor is $1+(6.3/25.9)^2/24=1.0025$. The field lowers the downhill barrier by about $0.01\times0.235/2$ eV, or 1.2 meV, to first order. Electronic structure, charge redistribution and long-range polarization are left out, and this model cannot size their effect.

Not everything in a working device breaks the symmetry that matters. Homogeneous strain keeps inversion at the hexagonal site: with about 1% biaxial or generic strain, the force start still has no overlap with the unstable mode beyond rounding. Thermal motion does break it. In the well, the classical harmonic thermal motion of copper along the axis is 0.015 nm rms at 300 K (0.016 nm in the larger clusters), about a hundred times the field shift. A thermal snapshot therefore has no exact $D_{3d}$ symmetry. The strict prohibition concerns static searches at symmetric geometries, such as yours, but nearly symmetric ones still mislead: after random shifts of up to $10^{-4}$ nm per coordinate, sample runs from the same force start sat near 314.5 eV/nm² at steps 6 and 7 and turned negative only at steps 9 to 10. A disordered barrier film would need its own calculation.

**Q:** What should I do with my next search?

**A:** Start from a random vector in all coordinates. Its mean squared overlap with any chosen unit mode is $1/63$, since the squared overlaps with 63 orthonormal modes add to one and no direction is preferred. That is a typical overlap of 0.13. An unlucky draw can be much smaller, so repeat with a second vector and do not stop at the first plateau.

If you know the point group, run one generic start in each irrep and compare the lowest values. If you already suspect the hop direction, displace copper along it: here that start overlaps the unstable mode by $\sqrt{0.99}=0.995$. The numerical output gives the values behind these comparisons.

## Table of computed values

```
lattice constant: 0.543 nm
Si springs, first and second: 600, 50 eV/nm^2
Cu-Si repulsion: 200 eV, range 0.030 nm
bulk modulus of the spring model: 98.4 GPa
mobile Si atoms: 20; coordinates: 63
hop length between ideal wells: 0.2351 nm
barrier: 0.1968 eV = 31.53 zJ
unstable Hessian eigenvalue: -60.525 eV/nm^2
second and highest: 130.279, 1837.78 eV/nm^2
squared weight of Cu in unstable mode: 0.9898
irrep: coordinates, exact Lanczos steps, lowest (eV/nm^2)
  A1g: 7, 7, 314.534
  A2g: 3, 3, 163.165
  Eg: 20, 10, 158.223
  A1u: 3, 3, 975.357
  A2u: 8, 8, -60.525
  Eu: 22, 11, 130.279
norm of symmetric starting force: 8.9982 eV/nm
force start, step: lowest Ritz value (eV/nm^2)
  1: 1503.982
  2: 591.362
  3: 356.903
  4: 318.621
  5: 315.286
  6: 314.539
  7: 314.534
largest overlap with unstable mode: 1.0e-13
first negative step if rounding runs on: 10
initial overlap: first negative step, sufficient step by bound
  1e-01: 6, 9
  1e-03: 13, 16
  1e-05: 19, 23
  1e-07: 25, 30
Eu difference leak, h=0.002 nm: 6.015e-03 eV/nm^2
Eu difference leak, h=0.001 nm: 1.504e-03 eV/nm^2
leak ratio on halving h: 4.0002
field on Cu+: 0.10 MV/cm
field shift of Cu at saddle: -1.632e-04 nm
force-start overlap in field: 1.444e-04
first negative step in field: 8
larger cluster, mobile Si: 64
larger-cluster barrier: 0.1956 eV
barrier change with size: -1.24 meV
zero-point change of barrier: 2.09 meV
temperature: 300 K; kT: 25.85 meV
unstable-mode quantum, magnitude: 6.33 meV
leading tunnelling factor: 1.00250
classical rms Cu motion along axis in well: 0.0154 nm
```
